# Parabolic charging of a weakly conducting sidewall grounded at one end, part 1

(Sections cited here and not found follow in the second part.)

## First half: the parabola and its maximum

### What goes wrong without the result

A plasma delivers charge to the sidewall of an etched trench. If the wall carries a thin, weakly conducting film, the charge can creep along it to a grounded conductor. It is tempting to estimate the resulting voltage by multiplying the whole collected current by the resistance of the whole wall. For uniform collection this gives twice the correct maximum, because most of the current does not travel the full length of the wall.

A second error concerns depth. If a film keeps a shallow wall at a harmless voltage, one might expect a wall twice as deep to charge to twice that voltage. With the same film and the same current density, the model below gives four times the voltage, as long as the voltage does not itself change the arriving current. A deeper wall collects more current and also makes that current travel farther. Both factors follow once the current is followed from place to place.

### Geometry and sign conventions

Let the sidewall be straight, with length $L$ from its grounded end to its insulated end. The coordinate $x$ measures distance along it:

- at $x=0$ the film touches a conductor held at zero potential;
- at $x=L$ the film ends, and no current can leave there.

In a trench etched through an insulator down to grounded silicon, $x=0$ is the bottom of the wall and $x=L$ is the top. This assumes that the film does not continue over the top surface. Nothing varies in the horizontal direction along the trench. Currents are therefore stated per unit length in that direction, which will be called the width of the sheet.

Let $J$ be the net electric current per unit area arriving from the plasma. It is positive when positive charge arrives. If ions bring a current density $J_i$ and electrons remove positive charge at a rate $J_e$, both written as positive magnitudes, then

$$
J=J_i-J_e .
$$

For the moment $J$ has the same value everywhere on the wall and does not depend on the wall's voltage. The second condition is an approximation, since a charged wall changes the motion of the particles that reach it. The second half estimates the error.

The film has thickness $d$ and conductivity $s$. It is ohmic, and the insulator behind it takes no current. The charge stored on the wall is assumed to be too small to change the number of mobile carriers in the film noticeably, so that $s$ stays fixed. This is a condition on the carrier mobility. In the example below the stored charge, spread through the film, amounts to a few $10^{16}$ elementary charges per cm³. The carrier density, which is $s$ divided by the elementary charge and the mobility, is much larger than that only if the mobility is well below $10^{-5}$ cm²/(V s). The film's contact with the grounded conductor is assumed to add no voltage drop.

### Sheet resistance

Consider a piece of film of length $\ell$ in the direction of current flow and width $b$ across it. Its cross-section is $bd$, so its resistance is

$$
\frac{\ell}{s\,b\,d}=\frac{1}{sd}\,\frac{\ell}{b}.
$$

The first factor belongs to the film, and the second depends on the shape of the piece. We define the sheet resistance

$$
R=\frac{1}{sd}.
$$

For a square piece $\ell=b$, and the resistance is $R$ whatever the size of the square. This is why $R$ is quoted in ohms per square. Its physical unit is the ohm.

Let $K(x)$ be the current in the film per unit width, positive toward increasing $x$. The electric field along the wall is $-dV/dx$. The current density inside the film is $s(-dV/dx)$, and multiplication by the thickness gives

$$
K=-sd\,\frac{dV}{dx}=-\frac{1}{R}\frac{dV}{dx}.
$$

The minus sign says that positive current runs from high to low potential.

### Charge balance on a short strip

Take the strip between $x$ and $x+\Delta x$, with unit width. Three currents cross its boundary:

- the film brings in $K(x)$ at the lower edge;
- the film carries away $K(x+\Delta x)$ at the upper edge;
- the plasma brings in $J\,\Delta x$ through the exposed face.

In the steady state the charge on the strip no longer changes, so the inflow equals the outflow:

$$
K(x)+J\,\Delta x=K(x+\Delta x).
$$

Subtract $K(x)$ from both sides and divide by $\Delta x$:

$$
\frac{K(x+\Delta x)-K(x)}{\Delta x}=J .
$$

As $\Delta x$ tends to zero, the left side becomes the derivative:

$$
\frac{dK}{dx}=J .
$$

A steady state does not mean that the wall is uncharged. It holds the surface charge that produces the potential $V(x)$, and that charge has stopped growing.

### The current in the film

Integrating the charge balance with constant $J$ gives

$$
K(x)=Jx+C .
$$

The insulated end fixes the constant. No current leaves at $x=L$, so $K(L)=0$. Hence $0=JL+C$, or $C=-JL$, and

$$
K(x)=-J(L-x).
$$

For $J>0$ this is negative everywhere below the insulated end. The current flows toward decreasing $x$, which is toward ground. Its magnitude at $x$ is $J(L-x)$, the current collected by the part of the wall farther from ground. At the contact the magnitude is

$$
|K(0)|=|J|L,
$$

which is the whole collected current per unit width.

This also shows why one grounded end is needed. If both ends were insulated, $K$ would have to vanish at both. Charge balance, however, requires $K(L)-K(0)=JL$. With fixed nonzero $J$ these statements conflict, so no steady state exists and the wall goes on charging until one of the assumptions fails.

### From the current to the potential

Insert the current into Ohm's law:

$$
-J(L-x)=-\frac{1}{R}\frac{dV}{dx}.
$$

Multiplication by $-R$ gives

$$
\frac{dV}{dx}=RJ(L-x).
$$

Now integrate from the grounded end, where $V(0)=0$, to a general point $x$. The integration variable is called $x'$ to keep it distinct from the end point:

$$
V(x)-V(0)=RJ\int_0^x(L-x')\,dx'
=RJ\left[Lx'-\frac{x'^2}{2}\right]_0^x .
$$

The lower limit contributes zero, so

$$
\boxed{V(x)=RJ\left(Lx-\frac{x^2}{2}\right)}
$$

This is the parabola. Differentiating it twice gives $d^2V/dx^2=-RJ$, so its curvature is constant and is set by the arriving current density.

### The maximum voltage

For $J>0$ the slope $RJ(L-x)$ is positive when $x<L$ and zero at $x=L$. The potential therefore rises all the way to the insulated end, where

$$
V(L)=RJ\left(L^2-\frac{L^2}{2}\right),
$$

$$
\boxed{V_{\max}=\frac{RJL^2}{2}=\frac{JL^2}{2sd}}
$$

The units agree: an ohm times an ampere per square metre times a square metre is a volt.

For $J<0$ the whole profile changes sign. The insulated end is then the most negative point, and the voltage of largest magnitude is $|V(L)|=R|J|L^2/2$.

The profile can be written relative to its end value. Since

$$
Lx-\frac{x^2}{2}
=\frac{L^2-(L^2-2Lx+x^2)}{2}
=\frac{L^2-(L-x)^2}{2},
$$

we have

$$
V(x)=V_{\max}\left[1-\left(1-\frac{x}{L}\right)^2\right].
$$

Halfway along the wall the bracket is $1-1/4=3/4$. Three quarters of the voltage is built up in the half nearer to ground, because that half carries the larger current.

### Where the factor one half comes from

The same answer follows from adding the effects of separate strips, which is allowed because the equations are linear. Suppose that only the strip at $x'$, of length $dx'$, receives current. Its current $J\,dx'$ flows to ground through a film of length $x'$. Beyond $x'$ no current flows, so the potential there stays constant. At the insulated end this strip alone produces

$$
dV(L)=R\,x'J\,dx' .
$$

Adding all strips gives

$$
V(L)=R\int_0^L x'J\,dx' .
$$

For constant $J$ the integral is $JL^2/2$. The collected current per unit width is $JL$, and its average distance to ground is $L/2$. The rough estimate in the opening used the distance $L$ for all of it. That would be right if the whole current arrived at the insulated end.

### Field, mean voltage and power

The magnitude of the field along the wall is $R|J|(L-x)$. It is largest at the grounded end:

$$
F_{\max}=R|J|L=\frac{2|V_{\max}|}{L}.
$$

Thus the largest field is twice the value found by dividing the end voltage by the length. The place of highest voltage has no field along the wall, and the place of zero voltage has the strongest one.

The mean voltage is

$$
\overline V=\frac{1}{L}\int_0^LV\,dx
=\frac{RJ}{L}\left(\frac{L^3}{2}-\frac{L^3}{6}\right)
=\frac{RJL^2}{3}=\frac{2}{3}V_{\max}.
$$

Energy conservation provides a check. Current arriving at potential $V$ supplies the power $JV$ per unit area, counted relative to ground. Per unit width the total is

$$
\int_0^LJV\,dx=JL\,\overline V=\frac{RJ^2L^3}{3}.
$$

The heat released in the film per unit width is

$$
\int_0^LRK^2\,dx=RJ^2\int_0^L(L-x)^2\,dx=\frac{RJ^2L^3}{3}.
$$

The two agree, as they must when no energy is being stored.

### A second ground contact

Suppose that the insulated end is also grounded, while $L$, $R$ and $J$ are held fixed. By symmetry no current crosses the middle of the wall. Each half then behaves like a wall of length $L/2$ with one grounded end and one insulated end. The maximum, now at the middle, is

$$
\frac{RJ}{2}\left(\frac{L}{2}\right)^2=\frac{RJL^2}{8},
$$

a quarter of the former value. The boundary conditions matter as much as the film does.

### Worked example

Take a fluorocarbon film on the wall of a trench in silicon dioxide, etched down to grounded silicon. The numbers are rough. The conductivity and the net current, including its sign, are assumptions:

- $L=1000$ nm $=10^{-4}$ cm and $d=10$ nm $=10^{-6}$ cm;
- $s=5\times10^{-8}$ S/cm;
- $J_i=15$ and $J_e=5$ µA/cm².

The net current density is $J=15-5=10$ µA/cm² $=10^{-5}$ A/cm². The sheet resistance is

$$
R=\frac{1}{(5\times10^{-8})(10^{-6})}\ \Omega
=2\times10^{13}\ \Omega\ \text{per square}.
$$

The maximum voltage is

$$
V_{\max}=\frac{(2\times10^{13})(10^{-5})(10^{-4})^2}{2}\ \text{V}
=1.0\ \text{V}=1000\ \text{mV}.
$$

At 250, 500 and 750 nm from ground the parabola gives 0.44, 0.75 and 0.94 V. The mean is 0.67 V. The current entering the contact is $JL=10^{-9}$ A/cm, or 1 nA per centimetre of trench. The heat released is this current times the mean voltage, 0.67 nW/cm. The field at the contact is

$$
F_{\max}=\frac{2(1.0\ \text{V})}{10^{-4}\ \text{cm}}
=2\times10^4\ \text{V/cm}=0.02\ \text{MV/cm}.
$$

Grounding the second end as well would lower the maximum to 0.25 V.

The profile was tested without using the parabola. The wall was replaced by a chain of 400 equal resistors, the current of each strip was fed in at its node, and Kirchhoff's current law was solved. The chain gave 0.43750, 0.75000, 0.93750 and 1.00000 V at the four quarter points, the same as the formula to all printed digits. This tests the mathematics of the model. It does not show that a real wall receives uniform current.

## Second half: how far the result can be trusted

### Symbols and results carried over

The wall runs from ground at $x=0$ to an insulated end at $x=L$. Its film has thickness $d$, conductivity $s$ and sheet resistance $R=1/(sd)$. The net arriving current density is $J=J_i-J_e$, the ion part minus the electron part, and $V$ is the wall potential. For constant $J$,

$$
\frac{d^2V}{dx^2}=-RJ,\qquad
V=RJ\left(Lx-\frac{x^2}{2}\right),\qquad
V_{\max}=\frac{RJL^2}{2}.
$$

The largest field, at the grounded end, is $F_{\max}=R|J|L$. If the current varies along the wall, the end voltage is $V(L)=R\int_0^LxJ(x)\,dx$. The example has $L=1000$ nm, $d=10$ nm, $s=5\times10^{-8}$ S/cm, $R=2\times10^{13}$ Ω per square, $J_i=15$ µA/cm² and $J_e=5$ µA/cm². It gives $V_{\max}=1.0$ V and $F_{\max}=0.02$ MV/cm.

### Current that is not uniform

Particles do not reach all depths of a trench equally. A simple description is a linear tilt,

$$
J(x)=J\left[1+a\left(\frac{2x}{L}-1\right)\right],
$$

where $J$ is now the mean and $a$ lies between $-1$ and $1$. Positive $a$ puts more current near the insulated end. The average of the round bracket over the wall is zero, so the total current is the same for every $a$.

Insert this into the integral for the end voltage:

$$
V(L)=RJ\int_0^L\left[(1-a)x+\frac{2a}{L}x^2\right]dx
=RJ\left[(1-a)\frac{L^2}{2}+\frac{2a}{3}L^2\right].
$$

Taking out $L^2/2$ leaves $1-a+4a/3$, and therefore

$$
V(L)=\frac{RJL^2}{2}\left(1+\frac{a}{3}\right).
$$

For $a=0.5$ the end voltage of the example rises from 1.00 to 1.17 V. The current that has moved upward must travel farther to ground. The end voltage thus depends on where the current lands as well as on its total.

For a uniform current that does not depend on the wall's voltage, the potential follows a parabola with maximum $RJL^2/2$ at the insulated end, and a linear tilt of the current changes that end voltage by the factor $1+a/3$. It remains to estimate how the wall voltage alters the arriving current, to examine the other approximations, and to see what they mean for real trenches and for design.

All numerical values are calculated from the stated model.
